# Fourfold drop in permittivity at a first-order ferroelectric transition: verification in Python

```python
"""Result under test: for G = a P^2/2 + b P^4/4 + c P^6/6 - E P with b < 0 < c,
the susceptibility dP/dE of the paraelectric phase is four times that of the
ferroelectric phase at the temperature where both minima are equally deep.
P: polarization (uC/cm2), E: field (kV/cm), a = a0 (T - T0), T: temperature (K).
Energy density is then in kV/cm * uC/cm2 = mJ/cm3.
An optional term d P^8/8 tests how far the factor depends on the truncation.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq


def energy(P, a, b, c, d=0.0, field=0.0):
    return a*P**2/2 + b*P**4/4 + c*P**6/6 + d*P**8/8 - field*P


def equilibrium(branch, a, b, c, d=0.0, field=0.0):
    """Polarization of the 'para' or 'ferro' minimum in a given field."""
    poly = np.trim_zeros(np.array([d, 0, c, 0, b, 0, a, -field]), 'f') \
        if field != 0 else np.array([d, 0, c, 0, b, 0, a, 0.0])
    roots = np.roots(poly)
    real = roots[np.abs(roots.imag) < 1e-6*np.max(np.abs(roots))].real
    P = np.max(real) if branch == 'ferro' else real[np.argmin(np.abs(real))]
    full = np.array([d, 0, c, 0, b, 0, a, -field])
    for _ in range(3):  # Newton polishing of the polynomial root
        P = P - np.polyval(full, P)/np.polyval(np.polyder(full), P)
    return P


def response(branch, a, b, c, d=0.0, field=0.0, step=None):
    """Susceptibility from its definition: change of P with a small field."""
    if step is None:
        step = 1e-5*abs(b)**2.5/c**1.5
    up = equilibrium(branch, a, b, c, d, field + step)
    down = equilibrium(branch, a, b, c, d, field - step)
    return (up - down)/(2*step)


def coexistence(b, c, d=0.0, field=0.0):
    """Value of a at which the two minima have equal depth."""
    def depth_difference(a):
        ferro = equilibrium('ferro', a, b, c, d, field)
        para = equilibrium('para', a, b, c, d, field)
        return (energy(ferro, a, b, c, d, field)
                - energy(para, a, b, c, d, field))
    return brentq(depth_difference, 0.15*b*b/c, 0.225*b*b/c,
                  xtol=1e-14*b*b/c, rtol=1e-13)


def close(x, y, tol):
    return abs(x - y) <= tol*max(abs(x), abs(y))


# Universality: unrelated coefficient sets, all quantities found numerically
for b_try, c_try in [(-1.0, 1.0), (-0.3, 2.0), (-5.0, 0.7), (-8e-3, 1.6e-5)]:
    a_try = coexistence(b_try, c_try)
    assert close(a_try, 3*b_try**2/(16*c_try), 1e-8)
    assert close(equilibrium('ferro', a_try, b_try, c_try)**2,
                 -3*b_try/(4*c_try), 1e-8)
    assert close(response('para', a_try, b_try, c_try)
                 / response('ferro', a_try, b_try, c_try), 4, 1e-5)

# Model parameters
curie_constant = 1.5e5          # K
T0 = 383.0                      # K
b, c = -8e-3, 1.6e-5            # kV/cm per (uC/cm2)^3 and per (uC/cm2)^5
eps0 = epsilon_0*1e7            # uC/cm2 per kV/cm
a0 = 1/(eps0*curie_constant)    # kV/cm per uC/cm2 per K

a_c = coexistence(b, c)
Tc = T0 + a_c/a0
T1 = T0 + b*b/(4*c*a0)
Ps = equilibrium('ferro', a_c, b, c)
chi_para = response('para', a_c, b, c)
chi_ferro = response('ferro', a_c, b, c)
ratio = chi_para/chi_ferro
assert close(1/chi_ferro, 3*b*b/(4*c), 1e-5)

# Factored energy and barrier at coexistence
P_grid = np.linspace(0, 1.3*Ps, 20001)
G_grid = energy(P_grid, a_c, b, c)
assert np.allclose(G_grid, c/6*P_grid**2*(P_grid**2 - Ps**2)**2, atol=1e-7)
barrier = np.max(G_grid[P_grid < Ps])
assert close(barrier, abs(b)**3/(96*c*c), 1e-6)

# Upper limit of the ferroelectric minimum: it exists below T1, not above
assert equilibrium('ferro', a0*(T1 - 0.01 - T0), b, c) > 0.5*Ps
assert abs(equilibrium('ferro', a0*(T1 + 0.01 - T0), b, c)) < 1e-6


# Ratio away from coexistence
def ratio_at(T):
    a = a0*(T - T0)
    return response('para', a, b, c)/response('ferro', a, b, c)


offsets = [-4.0, -2.0, -1.0, 1.0, 2.0]
offset_ratios = [ratio_at(Tc + x) for x in offsets]
for x, value in zip(offsets, offset_ratios):
    s = np.sqrt((T1 - Tc - x)/(T1 - T0))
    assert close(value, 4*s/(1 - s), 1e-4)
T_equal = brentq(lambda T: ratio_at(T) - 1, Tc, T1 - 0.1)
assert close(T1 - T_equal, (T1 - T0)/25, 1e-3)
assert ratio_at(T0 + 0.05) > 100 and ratio_at(T1 - 0.005) < 0.2

# Slopes of the inverse susceptibility at Tc
dT = 0.01
slope_ferro = (1/response('ferro', a_c + a0*dT, b, c)
               - 1/response('ferro', a_c - a0*dT, b, c))/(2*dT)
slope_para = (1/response('para', a_c + a0*dT, b, c)
              - 1/response('para', a_c - a0*dT, b, c))/(2*dT)
slope_ratio = slope_ferro/slope_para
assert close(slope_ratio, -8, 1e-3)

# Control: continuous transition, equal small distances from T0
small_a = 1e-4*b*b/c
ratio_continuous = (response('para', small_a, -b, c, step=1e-8)
                    / response('ferro', -small_a, -b, c, step=1e-8))
assert close(ratio_continuous, 2, 1e-2)

# Control: eighth-order term
d = 5e-9                        # kV/cm per (uC/cm2)^7
a_eight = coexistence(b, c, d)
P_eight = equilibrium('ferro', a_eight, b, c, d)
ratio_eight = (response('para', a_eight, b, c, d)
               / response('ferro', a_eight, b, c, d))
L = d/8
K = c/6 + 2*L*P_eight**2
assert close(ratio_eight, 4*(1 + L*P_eight**2/K), 1e-5)
share_eight = (d*P_eight**8/8)/(c*P_eight**6/6)

# Background permittivity
eps_background = 7.0
eps_para = eps_background + chi_para/eps0
eps_ferro = eps_background + chi_ferro/eps0

# Bias field: both phases compared at their shifted coexistence
bias = 1.0                      # kV/cm
a_bias = coexistence(b, c, field=bias)
shift_bias = (a_bias - a_c)/a0
ratio_bias = (response('para', a_bias, b, c, field=bias)
              / response('ferro', a_bias, b, c, field=bias))
weak = 1e-3
weak_shift = (coexistence(b, c, field=weak) - a_c)/a0
assert close(weak_shift/weak, 2/(a0*Ps), 1e-2)

# Constant entropy: S = C ln T - a0 P^2/2 fixes T as a function of P
heat_capacity = 3000.0          # mJ/(cm3 K)


def adiabatic_field(P):
    T = Tc*np.exp(a0*(P*P - Ps*Ps)/(2*heat_capacity))
    return a0*(T - T0)*P + b*P**3 + c*P**5


h = 1e-3
stiff_adiabatic = (adiabatic_field(Ps + h) - adiabatic_field(Ps - h))/(2*h)
extra_adiabatic = Tc*(a0*Ps)**2/heat_capacity
assert close(stiff_adiabatic, 1/chi_ferro + extra_adiabatic, 1e-5)
ratio_adiabatic = chi_para*stiff_adiabatic

# Fixed strain: elastic energy of the strain not relaxed by electrostriction
q_long, q_trans = 1.1e-5, -0.45e-5        # cm4/uC2
M11, M12 = 180.0, 80.0                    # GPa
q = np.array([q_long, q_trans, q_trans])
M = 1e6*(M12*np.ones((3, 3)) + (M11 - M12)*np.eye(3))   # mJ/cm3
frozen_strain = q*Ps**2


def clamped_energy(P):
    misfit = frozen_strain - q*P**2
    return energy(P, a_c, b, c) + misfit @ M @ misfit/2


h = 0.01
stiff_clamped = (clamped_energy(Ps + h) - 2*clamped_energy(Ps)
                 + clamped_energy(Ps - h))/h**2
extra_clamped = 4*Ps**2*(q @ M @ q)
assert close(stiff_clamped, 1/chi_ferro + extra_clamped, 1e-4)
ratio_clamped = chi_para*stiff_clamped

# Three equivalent axes: stiffness across the polar axis
g_cross, h_cross = 6e-3, 9e-6   # kV/cm per (uC/cm2)^3 and per (uC/cm2)^5


def cubic_energy(vector):
    u = np.asarray(vector)**2
    total = np.sum(a_c*u/2 + b*u**2/4 + c*u**3/6)
    pairs = u[0]*u[1] + u[1]*u[2] + u[2]*u[0]
    mixed = np.sum(u**2*(np.sum(u) - u))
    return total + g_cross*pairs/2 + h_cross*mixed/2


stiff_across = (cubic_energy([Ps, h, 0]) - 2*cubic_energy([Ps, 0, 0])
                + cubic_energy([Ps, -h, 0]))/h**2
assert close(stiff_across, a_c + g_cross*Ps**2 + h_cross*Ps**4, 1e-4)
ratio_across = chi_para*stiff_across
ratio_domains = chi_para/((chi_ferro + 2/stiff_across)/3)

# Frequencies that separate the measuring conditions
edge = 1.0                      # mm
diffusivity = 1.0               # mm2/s
sound_speed = 5.0               # km/s
f_thermal = np.pi*diffusivity/(2*edge**2)       # Hz
f_acoustic = sound_speed/(2*edge)               # MHz

print(f"Curie constant: {curie_constant:.3g} K")
print(f"T0: {T0:.2f} K")
print(f"a0: {a0:.5f} kV/cm per uC/cm2 per K")
print(f"b: {b:.2e} kV/cm per (uC/cm2)^3")
print(f"c: {c:.2e} kV/cm per (uC/cm2)^5")
print(f"Tc: {Tc:.2f} K")
print(f"Tc - T0: {Tc - T0:.2f} K")
print(f"T1: {T1:.2f} K")
print(f"T1 - Tc: {T1 - Tc:.2f} K")
print(f"Ps at Tc: {Ps:.2f} uC/cm2")
print(f"barrier at Tc: {barrier:.2f} mJ/cm3")
print(f"1/chi para at Tc: {1/chi_para:.4f} kV/cm per uC/cm2")
print(f"1/chi ferro at Tc: {1/chi_ferro:.4f} kV/cm per uC/cm2")
print(f"chi/eps0 para at Tc: {chi_para/eps0:.0f} (no unit)")
print(f"chi/eps0 ferro at Tc: {chi_ferro/eps0:.0f} (no unit)")
print(f"susceptibility ratio at Tc: {ratio:.5f}")
print(f"slope ratio of 1/chi at Tc: {slope_ratio:.3f}")
print(f"ratio, continuous transition: {ratio_continuous:.3f}")
for x, value in zip(offsets, offset_ratios):
    print(f"ratio at Tc {x:+.0f} K: {value:.2f}")
print(f"temperature of equal chi: {T_equal:.2f} K")
print(f"background permittivity: {eps_background:.0f} (no unit)")
print(f"permittivity para, ferro: {eps_para:.0f}, {eps_ferro:.0f}")
print(f"permittivity ratio: {eps_para/eps_ferro:.3f}")
print(f"bias field: {bias:.1f} kV/cm")
print(f"shift of Tc by bias: {shift_bias:.2f} K")
print(f"ratio at biased coexistence: {ratio_bias:.2f}")
print(f"heat capacity: {heat_capacity:.0f} mJ/(cm3 K)")
print(f"adiabatic extra: {extra_adiabatic:.3f} kV/cm per uC/cm2")
print(f"ratio, adiabatic: {ratio_adiabatic:.2f}")
print(f"electrostriction: {q_long:.2e}, {q_trans:.2e} cm4/uC2")
print(f"elastic M11, M12: {M11:.0f}, {M12:.0f} GPa")
print(f"clamping extra: {extra_clamped:.2f} kV/cm per uC/cm2")
print(f"ratio, clamped: {ratio_clamped:.1f}")
print(f"cross term g: {g_cross:.1e} kV/cm per (uC/cm2)^3")
print(f"cross term h: {h_cross:.1e} kV/cm per (uC/cm2)^5")
print(f"1/chi across axis: {stiff_across:.3f} kV/cm per uC/cm2")
print(f"ratio, field across axis: {ratio_across:.2f}")
print(f"ratio, equal domain mixture: {ratio_domains:.2f}")
print(f"eighth-order d: {d:.1e} kV/cm per (uC/cm2)^7")
print(f"eighth/sixth-order energy at Ps: {share_eight:.3f}")
print(f"ratio with eighth order: {ratio_eight:.3f}")
print(f"cube edge: {edge:.1f} mm")
print(f"thermal diffusivity: {diffusivity:.1f} mm2/s")
print(f"sound speed: {sound_speed:.1f} km/s")
print(f"thermal crossover frequency: {f_thermal:.2f} Hz")
print(f"acoustic resonance: {f_acoustic:.2f} MHz")
print("no test failed")
```

Printed output:

```
Curie constant: 1.5e+05 K
T0: 383.00 K
a0: 0.07529 kV/cm per uC/cm2 per K
b: -8.00e-03 kV/cm per (uC/cm2)^3
c: 1.60e-05 kV/cm per (uC/cm2)^5
Tc: 392.96 K
Tc - T0: 9.96 K
T1: 396.28 K
T1 - Tc: 3.32 K
Ps at Tc: 19.36 uC/cm2
barrier at Tc: 20.83 mJ/cm3
1/chi para at Tc: 0.7500 kV/cm per uC/cm2
1/chi ferro at Tc: 3.0000 kV/cm per uC/cm2
chi/eps0 para at Tc: 15059 (no unit)
chi/eps0 ferro at Tc: 3765 (no unit)
susceptibility ratio at Tc: 4.00000
slope ratio of 1/chi at Tc: -8.000
ratio, continuous transition: 2.000
ratio at Tc -4 K: 11.53
ratio at Tc -2 K: 6.90
ratio at Tc -1 K: 5.31
ratio at Tc +1 K: 2.87
ratio at Tc +2 K: 1.84
temperature of equal chi: 395.75 K
background permittivity: 7 (no unit)
permittivity para, ferro: 15066, 3772
permittivity ratio: 3.994
bias field: 1.0 kV/cm
shift of Tc by bias: 1.34 K
ratio at biased coexistence: 3.25
heat capacity: 3000 mJ/(cm3 K)
adiabatic extra: 0.278 kV/cm per uC/cm2
ratio, adiabatic: 4.37
electrostriction: 1.10e-05, -4.50e-06 cm4/uC2
elastic M11, M12: 180, 80 GPa
clamping extra: 24.70 kV/cm per uC/cm2
ratio, clamped: 36.9
cross term g: 6.0e-03 kV/cm per (uC/cm2)^3
cross term h: 9.0e-06 kV/cm per (uC/cm2)^5
1/chi across axis: 4.266 kV/cm per uC/cm2
ratio, field across axis: 5.69
ratio, equal domain mixture: 4.99
eighth-order d: 5.0e-09 kV/cm per (uC/cm2)^7
eighth/sixth-order energy at Ps: 0.079
ratio with eighth order: 4.272
cube edge: 1.0 mm
thermal diffusivity: 1.0 mm2/s
sound speed: 5.0 km/s
thermal crossover frequency: 1.57 Hz
acoustic resonance: 2.50 MHz
no test failed
```
